# The r⁻⁴ Tail of the Correlation Potential and Its Dipole Partner

A valence electron in a frozen-core Dirac-Hartree-Fock (DHF) field is bound too weakly, because the core cannot respond to its position. Adding the classical polarization energy $-\alpha/(2r^4)$ by hand creates two new difficulties. For an $s$ electron and a point nucleus the radial density behaves as $r^{2\gamma}$ with $\gamma<1$, so $\langle r^{-4}\rangle$ diverges. And if the dipole operator is left as $\mathbf r$, the core responds to the electron but not to the light that drives a transition. To repair both, one must know which part of the polarization potential follows from many-body theory and which part is a model.

## Setting and statement

Atomic units are used. The Hamiltonian is the no-pair Dirac-Coulomb Hamiltonian: electrons occupy positive-energy states and interact through $1/r_{12}$. Let $h$ be the DHF operator of a closed-shell core, with energies measured from the electron rest energy. Labels $a,b$ denote core states; $n,m$ denote all other positive-energy states. The valence function obeys $h\varphi=E\varphi$, with $E<0$ above every core energy. Define

$$\Delta=\varepsilon_n-\varepsilon_a,\qquad V_{an}(\mathbf r)=\int\frac{\varphi_a^\dagger(\mathbf r')\varphi_n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',\qquad \mathbf d=\langle a|\mathbf r|n\rangle .$$

In second order the valence electron goes to $m$ while a core electron goes from $a$ to $n$. The energy denominator is $(E+\varepsilon_a)-(\varepsilon_m+\varepsilon_n)=E-\varepsilon_m-\Delta$. There is also a Pauli effect. The isolated core lowers its energy by exciting pairs $a,b$; excitations into the valence state are blocked once that state is filled. Removing their negative contribution gives a positive term. The direct correlation potential is therefore

$$\Sigma=\sum_{anm}\frac{V_{an}|m\rangle\langle m|V_{na}}{E-\varepsilon_m-\Delta}+\sum_{anb}\frac{V_{na}|b\rangle\langle b|V_{an}}{E+\Delta-\varepsilon_b}. \tag{1}$$

It is nonlocal and depends on $E$. A statement about its tail must therefore concern its action on a function.

**Theorem.** For a fixed bound $\varphi$ as above, beyond its outermost node,

$$(\Sigma\varphi)(\mathbf r)=-\frac{\alpha}{2r^4}\,\varphi(\mathbf r)\left[1+O(1/r)\right],\qquad \alpha=\frac23\sum_{an}\frac{|\mathbf d|^2}{\Delta}. \tag{2}$$

Here $\alpha$ is the uncoupled DHF polarizability: each core electron responds in the unperturbed DHF field. It is not the exact polarizability of the ion. The sums over core excitations are assumed to converge well enough for the expansion below to be taken term by term.

## Three lemmas

**Lemma 1 (transition potential).** Outside the core, the leading part of $V_{an}$ is $\mathbf d\cdot\mathbf X$, where $\mathbf X=\hat{\mathbf r}/r^2$.

*Proof.* The product $\varphi_a^\dagger\varphi_n$ is confined by the core function. For $r>r'$,

$$\frac1{|\mathbf r-\mathbf r'|}=\frac1r+\frac{\hat{\mathbf r}\cdot\mathbf r'}{r^2}+O(r^{-3}).$$

The first term multiplies $\langle a|n\rangle=0$. The second gives $\hat{\mathbf r}\cdot\mathbf d/r^2$. Penetration corrections are exponentially small. $\square$

**Lemma 2 (closed-shell average).**

$$\sum_{an}\frac{d_i d_j^*}{\Delta}=\frac{\alpha}{2}\,\delta_{ij},\qquad \sum_{an}\frac{d_i d_j^*}{\Delta^2}=\beta\,\delta_{ij},\qquad \beta=\frac13\sum_{an}\frac{|\mathbf d|^2}{\Delta^2}. \tag{3}$$

*Proof.* Summing over all magnetic substates leaves a rotationally invariant tensor, which must be proportional to $\delta_{ij}$. Its trace fixes the coefficient as one third of $\sum|\mathbf d|^2/\Delta$ or $\sum|\mathbf d|^2/\Delta^2$. To see that $\alpha$ is a polarizability, apply a field $\mathbf F$. An electron of charge $-1$ has the perturbation $\mathbf F\cdot\mathbf r$, and the second-order energy is $-\sum F_iF_jd_id_j^*/\Delta=-\alpha F^2/2$. $\square$

An open-shell core with total angular momentum $J\ge1$ and a fixed orientation would in general have a tensor polarizability as well; an open $s$ shell would not.

**Lemma 3 (incomplete closure).** Replacing $\sum_m|m\rangle\langle m|$ by unity does not change the leading tail.

*Proof.* Two sets of states are missing. The first is the core. Its contribution carries $\varphi_b(\mathbf r)$, which decays faster than $\varphi$ because core states are more deeply bound. The hole term in (1) is negligible for the same reason.

The second set consists of negative-energy states. At energies small compared with $c^2$, a positive-energy function has lower component $\boldsymbol\sigma\cdot\mathbf p\,\varphi_L/(2c)$, where $\varphi_L$ is its upper component. A negative-energy function with lower component $\chi$ has upper component $-\boldsymbol\sigma\cdot\mathbf p\,\chi/(2c)$. For one Cartesian component $X_i$ the overlap is

$$\langle -|X_i\varphi\rangle=\frac1{2c}\langle\chi|X_i\,\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p\,X_i|\varphi_L\rangle=\frac{i}{2c}\langle\chi|\boldsymbol\sigma\cdot\nabla X_i|\varphi_L\rangle .$$

Summing over $\chi$, and using $(\boldsymbol\sigma\cdot\nabla X_i)^2=|\nabla X_i|^2$, gives the weight $\langle|\nabla X_i|^2\rangle/(4c^2)$. Since $\partial_jX_i=\delta_{ij}/r^3-3x_ix_j/r^5$,

$$\sum_{ij}(\partial_jX_i)^2=\frac{3-6+9}{r^6}=\frac6{r^6}. \tag{4}$$

The total weight is $6\langle r^{-6}\rangle/(4c^2)$, against $\langle r^{-4}\rangle$ for the whole function. Pointwise, the omitted lower component is smaller than the retained one by a factor of order $1/r$, and the omitted upper component by a factor of order $1/(c^2r)$, because the extra derivative can act on $\varphi_L$, whose logarithmic derivative tends to a constant. Both corrections vanish at large $r$. $\square$

## Proof of the theorem

Let $A=h-E$. The particle part of (1) contains $-(\Delta+A)^{-1}$, for which

$$-\frac1{\Delta+A}=-\frac1\Delta+\frac{A}{\Delta^2}-\frac{A^2}{\Delta^2(\Delta+A)}. \tag{5}$$

This is an algebraic identity, confirmed by multiplying by $\Delta+A$. By Lemmas 1 to 3 the first term gives

$$-\sum_{an}\frac{d_id_j^*}{\Delta}X_iX_j\varphi=-\frac\alpha2\,|\mathbf X|^2\varphi=-\frac{\alpha}{2r^4}\varphi .$$

For the others, $A\varphi=0$ implies $A(X_i\varphi)=[h,X_i]\varphi$. The commutator differentiates $X_i$ and so supplies a factor $1/r$; two commutators supply $1/r^2$. The inverse in the last term does not spoil this count. It acts only on the retained states $m$, for which the denominator in (1) is assumed nonzero. (On the full space it would not exist when $n$ is the valence state, because $\Delta+A$ then vanishes on the core state $a$.) This restriction adds only core functions, which are negligible in the tail. Apart from them, the Green's function decays with exponent $\sqrt{2(\Delta+|E|)}$ in the nonrelativistic tail region, while $\varphi$ decays with the smaller exponent $\sqrt{2|E|}$. Contributions carried outward from the core region are therefore exponentially small relative to $\varphi$. $\square$

Physically, the core follows the electron adiabatically. This is a good approximation when the electron's function varies slowly on the scale set by $\Delta$. The asymptotic form is of little use at accessible distances if the core has a very low excitation energy, and it does not describe an electron inside the core.

## The first corrections

In the tail the upper component obeys the Schrödinger equation to leading order in $1/c^2$. With a local potential there,

$$[h,X_i]\varphi=-\tfrac12(\nabla^2X_i)\varphi-\nabla X_i\cdot\nabla\varphi=-\nabla X_i\cdot\nabla\varphi,$$

because $X_i$ is a dipole field component and satisfies Laplace's equation away from the origin. Nonlocal exchange adds terms that decay like core functions. The second term of (5), with (3), gives

$$\beta\sum_iX_i[h,X_i]\varphi=-\frac\beta2\,\nabla\!\left(\frac1{r^4}\right)\cdot\nabla\varphi=\frac{2\beta}{r^5}\frac{\partial\varphi}{\partial r}.$$

Hence, through relative order $1/r$,

$$\frac{(\Sigma\varphi)(r)}{-\alpha\varphi(r)/(2r^4)}=1-\frac{4\beta}{\alpha r}\,\frac{\varphi'}{\varphi}. \tag{6}$$

A decaying function has $\varphi'/\varphi<0$, so the limit is approached from above. The approach is slow, as $1/r$.

For a nonpenetrating state the expectation value behaves differently. Let $\varphi(r)$ be the radial function normalized by $\int\varphi^2r^2dr=1$. Integration by parts gives

$$\int_0^\infty\varphi\,\frac{2\beta}{r^5}\varphi'\,r^2dr=\beta\int_0^\infty\frac{(\varphi^2)'}{r^3}dr=3\beta\int_0^\infty\frac{\varphi^2}{r^4}dr=3\beta\langle r^{-6}\rangle . \tag{7}$$

For Schrödinger functions the boundary terms vanish when the orbital angular momentum is $l\ge2$. For Dirac functions and a point nucleus the condition is $j\ge5/2$: a $d_{3/2}$ function starts as $r^{\gamma-1}$ with $\gamma$ slightly below 2, and both the boundary term and $\langle r^{-6}\rangle$ then diverge. The correction is positive: a core that lags behind the electron lowers the energy less.

**Remark (role of the no-pair projection).** For the full Dirac operator with a local potential, $[h,X_i]=-ic\,\boldsymbol\alpha\cdot\nabla X_i$, where $\boldsymbol\alpha$ are the Dirac matrices. This commutes with $X_i$, so

$$\langle X_iAX_i\rangle=\tfrac12\langle[X_i,[h,X_i]]\rangle=0 .$$

Negative-energy states contribute about $-2c^2\langle|\nabla X_i|^2\rangle/(4c^2)=-\frac12\langle|\nabla X_i|^2\rangle$ to this zero. The positive-energy states must supply $+\frac12\langle|\nabla X_i|^2\rangle$. Summing over $i$ with (4) and multiplying by $\beta$ gives $3\beta\langle r^{-6}\rangle$ again. A negligible weight in the wave function thus has a finite effect on this correction, because its energy is of order $-2c^2$.

**Remark (quadrupole).** The next multipole of $V_{an}$ falls as $r^{-3}$. Let $C^2_q$ be the normalized spherical harmonics of rank 2, for which $\sum_q|C^2_q|^2=1$. The closed-shell sum gives $-\alpha_2/(2r^6)$, with

$$\alpha_2=\frac25\sum_{an}\sum_q\frac{|\langle n|r^2C^2_q|a\rangle|^2}{\Delta}.$$

Rotational invariance removes dipole-quadrupole cross terms. For slowly varying, nonpenetrating states the two corrections combine to $(6\beta-\alpha_2)/(2r^6)$ in expectation values and partly cancel.

## The matching dipole operator

**Proposition.** At the same order, and with the valence electron outside the core, its static dipole operator is

$$\mathbf r\;\longrightarrow\;\mathbf r\left(1-\frac{\alpha}{r^3}\right). \tag{8}$$

*Proof.* Let $\mathbf r'$ be the position of a core electron. The applied field contributes $\mathbf F\cdot\mathbf r'$, and repulsion from the valence electron contributes $\hat{\mathbf r}\cdot\mathbf r'/r^2$. The core therefore sees the total field $\mathbf F+\hat{\mathbf r}/r^2$, and its energy is

$$-\frac\alpha2\left|\mathbf F+\frac{\hat{\mathbf r}}{r^2}\right|^2=-\frac{\alpha F^2}2-\alpha\,\frac{\mathbf F\cdot\hat{\mathbf r}}{r^2}-\frac{\alpha}{2r^4}.$$

The last term is the polarization potential. The middle term, added to the valence electron's own energy $\mathbf F\cdot\mathbf r$, gives (8). $\square$

For a transition $v\to w$ with $\omega=E_w-E_v$, either the valence electron excites the core and the dipole operator de-excites it, or the dipole operator excites the core and the valence electron de-excites it. The two first-order admixtures have denominators $-(\Delta+\omega)$ and $-(\Delta-\omega)$. Lemma 1 and the closed-shell average give

$$\delta\langle w|r_i|v\rangle=-\frac13\sum_{an}|\mathbf d|^2\left[\frac1{\Delta+\omega}+\frac1{\Delta-\omega}\right]\langle w|X_i|v\rangle=-\alpha(\omega)\langle w|X_i|v\rangle,$$

$$\alpha(\omega)=\frac23\sum_{an}\frac{\Delta|\mathbf d|^2}{\Delta^2-\omega^2}.$$

Equation (8) is the limit $|\omega|\ll\Delta$. It fails near a core resonance.

## What a cut-off does and does not follow from

Inside the core the dipole part of $V_{an}$ is finite and starts linearly in $r$. Suppose that all important excitations share one radial shape, $V_{an}=f(r)\,\hat{\mathbf r}\cdot\mathbf d$, and that the adiabatic approximation and closure over $m$ are kept, although neither is justified inside the core. The argument above then gives the potential $-\alpha f^2/2$ and the dipole correction $-\alpha f\,\hat{\mathbf r}$. Writing $f=\sqrt W/r^2$ yields the pair

$$V_{\rm pol}=-\frac{\alpha}{2r^4}W,\qquad \mathbf r_{\rm eff}=\mathbf r\left(1-\frac{\alpha}{r^3}\sqrt W\right),\qquad W=1-e^{-(r/\rho)^6}. \tag{9}$$

The square root expresses that the potential contains the field twice and the dipole correction once. At small $r$, $W\approx(r/\rho)^6$, so $f\approx r/\rho^3$ has the required linear start. At large $r$, $W\to1$ and the derived tails are untouched. The common shape, the particular $W$ and the radius $\rho$ are modelling assumptions. For Na$^+$ the common shape holds only roughly: at 1 bohr the adiabatic sum over core excitations reduces the potential by a factor of about 0.28, while the square of the factor reducing the dipole correction is about 0.16. The hole term and the exclusion of core states from the sum over $m$, which matter inside the core, are absorbed into $\rho$.

## Sodium

The example is Na with a point nucleus and a Na$^+$ core at DHF level. Exchange diagrams, higher orders and the Breit interaction are left out. The numerical output gives $\alpha=0.834$ bohr$^3$ (0.124 Å$^3$) and $\beta=0.1539$ a.u. The mean excitation energy, weighted by $|\mathbf d|^2/\Delta^2$, is

$$\frac{\alpha}{2\beta}=\frac{0.8338}{2(0.1539)}=2.71\ \text{hartree},$$

well above the 3s binding energy of 0.182 hartree. Diagonalizing the core in a uniform field together with the dipole field of a charge 10 bohr away gives a cross term of $-0.008338$ bohr, in agreement with $-\alpha/10^2$.

For the dipole part of $\Sigma$ acting on 3s, the ratio in (6) is 1.051, 1.035 and 1.027 at about 8, 12 and 16 bohr. The right-hand side of (6) gives 1.047, 1.033 and 1.026. The excess over unity is thus mostly the derived $1/r$ correction, and a 3% departure at 16 bohr does not contradict the limit.

The 4f$_{7/2}$ and 5g$_{9/2}$ states probe the tail through energies. For 5g the explicit dipole sum is $-2.1060\times10^{-6}$ hartree, while $-\alpha\langle r^{-4}\rangle/2$ is $-2.1177\times10^{-6}$ hartree, larger in magnitude by 0.6%. Including $3\beta\langle r^{-6}\rangle$ gives $-2.1052\times10^{-6}$ hartree and reduces the discrepancy to 0.04%. For 4f, which lies closer to the core, the corresponding discrepancies are 2.0% and 0.4%. The 5g quadrupole shift, $-0.0160\times10^{-6}$ hartree, outweighs the leading nonadiabatic correction $3\beta\langle r^{-6}\rangle=+0.0125\times10^{-6}$ hartree.

For 3s the core region matters. The dipole shift is $-0.0051+0.0007=-0.0044$ hartree, where the second number is the hole term. It is no longer negligible, although its share of the local action near 16 bohr is only of order $10^{-9}$. Fitting (9) to this total gives $\rho=1.81$ bohr. The same radius then predicts two quantities that were not fitted:

- The 3p$_{1/2}$ dipole shift is $-0.00157$ hartree, against $-0.00174$ hartree from the explicit sum. The model is 10% too small in magnitude.
- The correction to the 3s–3p$_{1/2}$ radial dipole integral is $-0.0477$ bohr, against $-0.0489$ bohr explicitly, a difference of 2.4%. Without a cut-off it would be $-0.0541$ bohr, 11% too large in magnitude.

The explicit operator correction, taken between unperturbed DHF orbitals, changes the integral from 4.520 to $4.520-0.049=4.471$ bohr, a reduction of 1.1%. This is not the whole effect of core polarization on the amplitude. The dipole part of $\Sigma$, or $V_{\rm pol}$, also contracts the 3s and 3p orbitals, and in a nonrelativistic estimate this shifts the integral by about $-0.09$ bohr, nearly twice the operator term. In this example, and with this form of $W$, one radius serves the operator correction well and the second energy shift less well. The agreement depends on the shape: $W=r^6/(r^2+\rho^2)^3$, fitted to the same 3s shift, gives a correction about 8% too small in magnitude. The theorem guarantees the common tail, not a common short-range shape, so a radius that depends on the valence angular momentum is compatible with it.

A different value of $\alpha$, from a coupled calculation or from measurement, may be inserted in (9). For Na$^+$ nonrelativistic coupled Hartree-Fock gives 0.945 bohr$^3$, 13% above the uncoupled value. That step goes beyond the second-order result proved here. The same $\alpha$ must then be used in the potential and in the dipole operator, since both come from one response energy.

## Computed results

```
Na+ DHF total energy: -161.8960 hartree
Na+ nonrelativistic limit: -161.6770 hartree
Na+ Gaussian-basis HF: -161.6768 hartree
orbital energy 2p1/2: -1.80142 hartree
orbital energy 2p3/2: -1.79401 hartree
orbital energy 3s1/2: -0.18203 hartree
orbital energy 3p1/2: -0.10949 hartree
orbital energy 4f7/2: -0.03125 hartree
orbital energy 5g9/2: -0.02000 hartree
alpha (uncoupled DHF): 0.83381 bohr^3
alpha converted: 0.12356 angstrom^3
beta: 0.15389 a.u.
mean gap alpha/(2 beta): 2.7091 hartree
quadrupole alpha2: 1.21476 bohr^5
test charge distance: 10.0 bohr
dipole cross term, diagonalized: -0.0083384 bohr
dipole cross term, -alpha/R^2: -0.0083381 bohr
3s action divided by -alpha/(2r^4): r, sum, formula with beta
  r=8.007 bohr: 1.0505, 1.0466 (ratios)
  r=12.035 bohr: 1.0354, 1.0332 (ratios)
  r=15.894 bohr: 1.0272, 1.0259 (ratios)
hole share of action at last r: 2.8e-09
4f7/2 dipole shift, double sum: -1.52148e-05 hartree
4f7/2 shift, -alpha<r^-4>/2: -1.55220e-05 hartree
4f7/2 shift, with +3beta<r^-6>: -1.51566e-05 hartree
5g9/2 dipole shift, double sum: -2.10599e-06 hartree
5g9/2 shift, -alpha<r^-4>/2: -2.11765e-06 hartree
5g9/2 shift, with +3beta<r^-6>: -2.10515e-06 hartree
5g9/2 quadrupole shift, double sum: -1.5976e-08 hartree
5g9/2 shift, -alpha2<r^-6>/2: -1.6456e-08 hartree
5g negative-energy weight, summed: 2.1641e-12 bohr^-4
5g weight, 6<r^-6>/(4c^2): 2.1641e-12 bohr^-4
4f-5g dipole correction, sum: 1.87009e-03 bohr
4f-5g correction, -alpha(w)<r^-2>: 1.87009e-03 bohr
3s dipole shift, particle part: -0.005083 hartree
3s dipole shift, hole part: 0.000707 hartree
3s dipole shift, total: -0.004377 hartree
fitted cut-off radius: 1.8085 bohr
3p1/2 dipole shift, double sum: -0.001738 hartree
3p1/2 shift, cut-off model: -0.001570 hartree
3s-3p1/2 transition energy, DHF: 0.07254 hartree
3s-3p1/2 radial dipole, DHF: 4.51999 bohr
3s-3p1/2 correction, explicit sum: -0.04889 bohr
3s-3p1/2 correction, cut-off model: -0.04770 bohr
3s-3p1/2 correction, no cut-off: -0.05413 bohr
```
